# Saddle barriers and diode ideality of low-barrier patches in Schottky contacts

## Result

A metal contact to an n-type semiconductor has barrier $\Phi$, except on a disc of radius $R$ where it is $\Phi-D$. Energies are divided by the elementary charge $q$, so barriers are in volts. Let $V_T=kT/q$, $V_n$ the distance from the bulk Fermi level to the conduction band, $V_a$ the applied bias (forward positive), and

$$V_b=\Phi-V_n-V_a,\quad \eta=\frac{\varepsilon}{qN},\quad W=\sqrt{2\eta V_b},\quad E=\frac{2V_b}{W}=\sqrt{\frac{2V_b}{\eta}} .$$

Here $V_b$ is the band bending, $N$ the donor density, $\varepsilon$ the permittivity, $W$ the depletion width and $E$ the surface field. The patch is pinched off, meaning that a potential saddle stands in front of it, if

$$\frac DR>E . \tag{1}$$

The saddle position $z_s$ and the effective barrier $\Phi_{\rm eff}$ are then

$$s=\left(\frac{DR^2}{E}\right)^{1/3},\quad z_s=\sqrt{s^2-R^2},\quad
\Phi_{\rm eff}=\Phi-L,\quad L=D\left[1-\left(1-\frac{R^2}{s^2}\right)^{3/2}\right], \tag{2}$$

and the ideality $n$ of the patch current follows from

$$\frac1n=1-\frac{z_s}{W}+c\,a,\qquad a=\frac{V_T}{6V_b}\left(5-\frac{s^2}{z_s^2}\right), \tag{3}$$

with $c=1$ for thermionic flow and $c=\tfrac12$ for diffusive flow over the saddle. For $R\ll s$, $L$ becomes Tung's law,

$$L\simeq\gamma\left(\frac{V_b}{\eta}\right)^{1/3},\qquad \gamma=3\left(\frac{DR^2}{4}\right)^{1/3}. \tag{4}$$

The model takes donors as a uniform continuous charge, a depleted layer with $R,z_s\ll W$, isolated patches, classical carriers and no image force. Equation (3) also needs $L\gg V_T$ and a patch not close to the boundary (1).

## Potential in front of the patch

Let $z$ point into the semiconductor and let $V(\rho,z)$ be the conduction-band edge above the metal Fermi level. The electrostatic potential obeys $\nabla^2\phi=-qN/\varepsilon$. The band edge is $-\phi$ plus a constant, so $\nabla^2V=1/\eta$. Without the patch, the solution with zero value and slope of the band bending at $z=W$ is

$$V_0=V_n+V_a+V_b\left(1-\frac zW\right)^2=\Phi-Ez+\frac{z^2}{2\eta}.$$

The last form uses $V_n+V_a+V_b=\Phi$, $2V_b/W=E$ and $V_b/W^2=1/(2\eta)$. The quadratic term does not depend on bias.

The patch subtracts a function $\delta$ that is harmonic, equals $D$ on the disc and vanishes on the rest of the metal. Treating the semiconductor as a half-space, we build it from the kernel $z/(2\pi d^3)$, where $d$ is the distance to a surface point. This kernel is $-(1/2\pi)\,\partial_z(1/d)$, hence harmonic. Its integral over the plane is one, and as $z\to0$ it concentrates at the surface point below. Superposing it over the disc therefore gives the required boundary values. On the axis,

$$\delta(0,z)=Dz\int_0^R\frac{r\,dr}{(r^2+z^2)^{3/2}}
=D\left[1-\frac{z}{\sqrt{z^2+R^2}}\right]. \tag{5}$$

## Pinch-off

Since $\dfrac{d}{dz}\dfrac{z}{\sqrt{z^2+R^2}}=\dfrac{R^2}{(z^2+R^2)^{3/2}}$, the slope on the axis is

$$\frac{\partial V}{\partial z}=-E+\frac z\eta+\frac{DR^2}{(z^2+R^2)^{3/2}} . \tag{6}$$

At the metal it equals $D/R-E$. For $z\ll W$ the term $z/\eta=Ez/W$ is small beside $E$ and is dropped. The slope then falls steadily from $D/R-E$ to $-E$, so it has a zero at $z>0$ if and only if (1) holds. That zero is a maximum along $z$; the transverse curvature found below is positive, so it is a saddle.

Setting $E=D/R$ and using $E^2=2V_b/\eta$ gives the boundary

$$V_b^*=\frac{\eta D^2}{2R^2},\qquad V_a^*=\Phi-V_n-V_b^* . \tag{7}$$

The patch is pinched for $V_a>V_a^*$. Forward bias weakens the field that pulls electrons away from the metal, and the surroundings then close the channel. Reverse bias reopens it. Once the patch is open, the highest point on its axis is at the metal and the barrier is $\Phi-D$, independent of bias in this model.

## Saddle height and Tung's limit

Setting (6) to zero without $z/\eta$ gives $(z_s^2+R^2)^{3/2}=DR^2/E=s^3$, which is $z_s$ in (2). The lowering is

$$L=\Phi-V(0,z_s)=Ez_s+D-\frac{Dz_s}{s}.$$

Insert $E=DR^2/s^3$ and then $z_s/s=(1-R^2/s^2)^{1/2}$:

$$L=D\left[1-\frac{z_s}{s}\left(1-\frac{R^2}{s^2}\right)\right]
=D\left[1-\left(1-\frac{R^2}{s^2}\right)^{3/2}\right].$$

At the pinch-off boundary $s=R$, so $z_s=0$ and $L=D$, which joins continuously to the open patch. In the opposite limit, the expansion $(1-x)^{3/2}=1-\frac32x+\frac38x^2+\dots$ with $x=R^2/s^2$ gives

$$L=\frac{3DR^2}{2s^2}\left(1-\frac x4+\dots\right)
\simeq\frac32(DR^2)^{1/3}E^{2/3}.$$

With $E^{2/3}=2^{1/3}(V_b/\eta)^{1/3}$ and $\frac32\,2^{1/3}=3/4^{1/3}$, this is (4). In this limit $D$ and $R$ enter through the product $DR^2$ alone, the strength of a surface dipole. Tung's law overestimates the lowering by a relative amount of about $x/4$ while $x$ is small.

## Bias dependence of the barrier

The effective barrier depends on bias directly and through the position of the saddle:

$$\frac{d\Phi_{\rm eff}}{dV_a}=\frac{\partial V}{\partial V_a}+\frac{\partial V}{\partial z}\frac{dz_s}{dV_a}.$$

The second term vanishes because $\partial V/\partial z=0$ at the saddle. In the first, only $E$ depends on bias. Differentiating $E^2=2V_b/\eta$ gives $dE/dV_b=1/(\eta E)=1/W$, because $\eta E=\sqrt{2\eta V_b}=W$. Since $dV_b=-dV_a$, we have $dE/dV_a=-1/W$ and

$$\frac{d\Phi_{\rm eff}}{dV_a}=\frac{z_s}{W}. \tag{8}$$

Applied bias shifts the band edge at depth $z$ by the fraction $z/W$. A barrier at the metal feels none of it; a saddle inside the semiconductor does. Equation (8) survives the quadratic term in $V_0$, which is independent of bias, provided $z_s$ is the saddle of the full potential (6).

## Current over the saddle

**Curvatures.** Because $\delta$ is harmonic and axially symmetric, each of its two transverse second derivatives on the axis is minus half the axial one. The second axial derivative of $-\delta$ is $-3DR^2z/(z^2+R^2)^{5/2}$. The transverse curvature of $V$ at the saddle is therefore

$$k_r=\frac{3DR^2z_s}{2s^5}, \tag{9}$$

and the downward axial curvature is $k_z=2k_r-1/\eta\simeq2k_r$.

**Thermionic flow.** If carriers cross without collisions, the Maxwell flux per unit area is the density times $v_{\rm th}=\sqrt{kT/2\pi m}$, with $m$ the effective mass. Expanding $V$ to second order in $\rho$ gives the area

$$A=\int_0^\infty2\pi\rho\,e^{-k_r\rho^2/2V_T}d\rho=\frac{2\pi V_T}{k_r}. \tag{10}$$

Electrons from the semiconductor carry the factor $e^{V_a/V_T}$ relative to those from the metal. With $N_c$ the effective density of states,

$$I=qN_cv_{\rm th}A\,e^{-\Phi_{\rm eff}/V_T}\left(e^{V_a/V_T}-1\right).$$

The ideality is defined by $1/n=V_T\,d\ln I_f/dV_a$ with $I_f=I/(1-e^{-V_a/V_T})$, which removes the return current. Hence

$$\frac1n=1-\frac{d\Phi_{\rm eff}}{dV_a}+V_T\frac{d\ln A}{dV_a}.$$

From (9), $\ln A=5\ln s-\ln z_s$ plus a constant. Since $z_s^2=s^2-R^2$, we have $d\ln z_s=(s^2/z_s^2)\,d\ln s$. Also $s\propto E^{-1/3}\propto V_b^{-1/6}$, so $d\ln s/dV_a=1/(6V_b)$. The last term is therefore $a$, and (3) follows with $c=1$.

**Diffusive flow.** If the mean free path is short, write the electron density as $N_ce^{-V/V_T}w$, where $w=e^{F/V_T}$ and $F$ is the local quasi-Fermi level. With the Einstein relation, drift and diffusion combine into a flux of magnitude $\mu V_TN_ce^{-V/V_T}|\nabla w|$, where $\mu$ is the mobility. Near the saddle, with $h=z-z_s$,

$$V=\Phi_{\rm eff}-\tfrac12k_zh^2+\tfrac12k_r\rho^2 .$$

Conservation of flux is satisfied by a $w$ that depends on $h$ alone, with $e^{k_zh^2/2V_T}\,dw/dh$ constant. Across the saddle $w$ rises from 1 to $e^{V_a/V_T}$, which fixes

$$\frac{dw}{dh}=\left(e^{V_a/V_T}-1\right)\sqrt{\frac{k_z}{2\pi V_T}}\,e^{-k_zh^2/2V_T}.$$

Integrating the flux over the plane $h=0$ gives the thermionic formula with $v_{\rm th}$ replaced by

$$v_{\rm d}=\mu V_T\sqrt{\frac{k_z}{2\pi V_T}}. \tag{11}$$

The prefactor varies as $\sqrt{k_z}/k_r\propto k_r^{-1/2}$ instead of $k_r^{-1}$. Its logarithmic slope is halved, hence $c=\tfrac12$.

**When is $n$ above one?** The condition is $z_s/W>ca$. For small patches $L=\frac32Es$, so $s/W=Es/(2V_b)=L/(3V_b)$, while $a=2V_T/(3V_b)$. Thus

$$\frac1n\simeq1-\frac{L-2cV_T}{3V_b}. \tag{12}$$

Within the quadratic expansion, the barrier term wins if $L$ exceeds $2V_T$ for thermionic flow or $V_T$ for diffusive flow. The expansion is already poor at such small $L$, so these thresholds give only the order of magnitude. At the other end, $k_r\to0$ as $z_s\to0$; $A$ and $a$ then diverge, and (3) must not be used near the pinch-off boundary.

**Whole diode.** Patches and background conduct in parallel. Differentiating the logarithm of the summed current gives $1/n=\sum_if_i/n_i$, where $f_i$ are the current fractions. For a diffusive background, the same flux equation in one dimension gives a current inversely proportional to $\int e^{V/V_T}dz\simeq e^{\Phi/V_T}V_T/E$. Its prefactor is proportional to $E\propto V_b^{1/2}$, so $1/n=1-V_T/(2V_b)$.

## Worked example

The parameters are round values in the rough regime of an amorphous In-Ga-Zn-O Schottky diode at 300 K: relative permittivity 10, $N=10^{17}$ cm$^{-3}$, effective mass 0.34 electron masses, mobility 10 cm$^2$/Vs and $\Phi=0.9$ V. The patches have $D=0.4$ V, $R=8$ nm and density $10^{10}$ cm$^{-2}$. The bias is $V_a=0.2$ V. With $N_c=2(mkT/2\pi\hbar^2)^{3/2}$, $V_n=V_T\ln(N_c/N)=0.101$ V and $\eta=5526$ nm$^2$/V,

$$V_b=0.9-0.101-0.2=0.599\ \text{V},\qquad W=\sqrt{2(5526)(0.599)}=81.4\ \text{nm}.$$

The field is $E=2(0.599)/81.4=0.0147$ V/nm, or 0.147 MV/cm. Since $D/R=0.050$ V/nm is larger, the patch is pinched. Then

$$s=\left(\frac{0.4\times64}{0.01472}\right)^{1/3}=12.0\ \text{nm},\qquad z_s=\sqrt{12.025^2-8^2}=8.98\ \text{nm},$$

$$L=0.4\left[1-(1-0.4426)^{3/2}\right]=0.2335\ \text{V},\qquad \Phi_{\rm eff}=0.6665\ \text{V}.$$

Tung's limit gives $L=0.266$ V, 14% above the finite-disc value, because $R^2/s^2=0.443$ is not small. For the ideality,

$$\frac{z_s}{W}=0.110,\qquad a=\frac{0.02585}{6(0.599)}\left(5-\frac{12.02^2}{8.977^2}\right)=0.023 .$$

Hence $1/n=1-0.110+0.023=0.913$, $n=1.10$ for thermionic flow, and $1/n=1-0.110+0.0115=0.901$, $n=1.11$ for diffusive flow. Between $V_a=0$ and 0.4 V the effective barrier climbs from 0.647 to 0.692 V, and it climbs faster in the second half of this range.

The thermionic area is $A=118$ nm$^2$. Integrating the flux at 300 K over the curved surface of steepest ascent from the saddle, in place of the quadratic expansion, gives 0.93 of this.

A patch with $R=25$ nm and the same $D$ shows pinch-off within the working range. Equation (7) gives $V_b^*=5526(0.16)/(2\times625)=0.707$ V and $V_a^*=0.09$ V: the patch is open at zero bias and pinched at larger forward bias.

## Comparison with full electrostatics and transport

The same contact was solved with the nonlinear Poisson equation, including mobile electrons, for one patch in a wide cylinder. The drift-diffusion equation was then solved in the resulting potential, and the current of an unpatched contact was subtracted. The complete numerical output follows this text.

The saddle lowering becomes 0.2226 V, 10.9 mV less than (2). The singular rim leaves a mesh error of about 0.2 mV in this value; the converged lowering is 0.2224 V. Three corrections account for the shift to within that margin.

- The quadratic term raises the saddle by $z_s^2/(2\eta)=7.3$ mV.
- Electrons at the depletion edge weaken the field. Let $v$ be the band edge above its bulk value. Multiplying $v''=(1-e^{-v/V_T})/\eta$ by $v'$ and integrating from the bulk gives a surface field $\sqrt{2(V_b-V_T)/\eta}$. To first order the change is $EV_T/(2V_b)=0.00032$ V/nm, which raises the saddle by 2.9 mV.
- Both effects add a slope $g=z_s/\eta+0.00032=0.0019$ V/nm. The maximum moves outward and rises by $g^2/(2k_z)=0.7$ mV, where $k_z\simeq2k_r=4\pi V_T/A=0.0027$ V/nm$^2$.

The full saddle lies at 9.82 nm and the barrier slope is 0.124, against 0.110 from the closed form. Equation (8) with the full position and the tail-corrected width, $81.4\sqrt{1-V_T/V_b}=79.6$ nm, gives 0.123. Most of the discrepancy is thus the displaced saddle. The patch ideality from drift-diffusion is 1.125, against 1.110 in closed form; the background has 1.024. The patches carry 0.94 of the current, and

$$\frac1n=\frac{0.939}{1.125}+\frac{0.061}{1.024}=0.894,\qquad n=1.12 .$$

For the 25 nm patch, the full solution was computed at two values of the band bending. A straight line through the two axial slopes at the metal puts the change of sign at 0.05 V, about 39 mV below (7). The output calls this the pinch-off bias. The electron tail supplies $V_T=26$ mV of the 39 mV, because it replaces $V_b$ by $V_b-V_T$ in the field. Most of the rest comes from the depletion edge, where electrons screen the patch potential; the half-space solution (5) leaves this out. Treating that edge as a grounded plane at $W$ adds a slope of about $1.2DR^2/(4W^3)$ at the metal, worth about 10 mV of bias. The straight-line interpolation contributes the last few millivolts, because the slope varies as the square root of the band bending.

A shallow maximum in front of the metal forms somewhat before the slope at the metal changes sign. Near the metal, (6) is $D/R-E+z/\eta-3Dz^2/(2R^3)$, whose largest value exceeds that at $z=0$ by $R^3/(6D\eta^2)$. With $dV_b=W\,dE$ and $W=\eta E\simeq\eta D/R$, this corresponds to a bias of $R^2/(6\eta)=19$ mV.

## What the model leaves out

**Image force.** An electron at distance $z$ from the metal has an image energy $-\kappa/z$ in volts, with $\kappa=q/(16\pi\varepsilon_i)$. Maximizing $\Phi-Ez-\kappa/z$ gives $z=\sqrt{\kappa/E}$ and a background lowering $2\sqrt{\kappa E}$. For a rough high-frequency relative permittivity of 4 this is 0.073 V. The more distant saddle drops by a further 0.010 V only. The patches lose 0.063 V of their advantage. With unchanged prefactors their current fraction would fall from 0.94 to 0.57. For a diffusive background this overstates the loss, because the image force also rounds the top of the barrier and so lengthens the resistive region. In the background current, $V_T/E$ is replaced by
$$\int_0^\infty e^{-(Ez+\kappa/z)/V_T}dz=2\sqrt{\frac{\kappa}{E}}\,K_1\!\left(\frac{2\sqrt{\kappa E}}{V_T}\right),$$
where $K_1$ is a modified Bessel function. In this constant-field estimate the background current rises by a factor of 7.1, not by $e^{0.0728/V_T}=16.7$. With the patch prefactor unchanged, the patch fraction is about 0.76. The background lowering varies as $V_b^{1/4}$, so it adds a barrier slope $0.0728/(4\times0.599)=0.030$. Keeping the patch ideality and all prefactor slopes fixed,

$$\frac1n\approx0.76(0.889)+0.24(0.977-0.030)=0.90,$$

or $n\approx1.1$. The ideality hardly moves, although the background now carries a fifth to a quarter of the current. The constant field and the frozen patch prefactor both understate the patch fraction; drift-diffusion in the full potential with the image term included gives about 0.79 and $n=1.11$. These numbers depend on the permittivity chosen. The static value of 10 gives a background lowering of 0.046 V, a current factor of 3.0 and a patch fraction of 0.86. Carriers that diffuse slowly give the lattice time to respond, so the proper value may lie between the two.

**Transport regime.** Here $v_{\rm th}=4.6\times10^6$ cm/s and $v_{\rm d}=3.0\times10^5$ cm/s. The diffusive current is 6% of the thermionic one for the same saddle. The mean free path, estimated as $(\mu m/q)\sqrt{kT/m}$, is about 0.2 nm, whereas the barrier falls by $V_T/2$ over $\sqrt{V_T/k_z}\approx3$ nm. A length below an atomic spacing is not a literal free path, but it shows that the crossing is far from collisionless. The diffusive prefactor is therefore the appropriate one for the patches in this example. For the background, $\mu E$ is about a third of $v_{\rm th}$, so purely diffusive flow is a rougher approximation there. If the barrier is known, a patch area extracted at one temperature with the thermionic formula would be too small by the factor $v_{\rm d}/v_{\rm th}$. The intercept of a Richardson plot also contains the temperature dependence of the mobility and need not be off by the same factor.

**Quantum motion.** Let $x=\hbar\omega_z/2kT$ and $y=\hbar\omega_r/2kT$, with $\omega^2=qk/m$ for each curvature. A parabolic barrier transmits $1/(1+e^{-2\pi\epsilon/\hbar\omega_z})$ at energy $\epsilon$ from its top. The Boltzmann average, with $u=e^{-2\pi\epsilon/\hbar\omega_z}$, becomes $(x/\pi)\int_0^\infty u^{x/\pi-1}/(1+u)\,du=x/\sin x$. The transverse oscillator sum, divided by its classical value, is $(2y)^2\sum_j je^{-2jy}=(y/\sinh y)^2$. The two factors are 1.031 and 0.968, with product 0.998. To second order the product is $1+(x^2-2y^2)/6$, and $k_z=2k_r-1/\eta$ makes the bracket vanish apart from the donor charge. The transmission formula assumes coherent crossing, so this estimate belongs to the thermionic case; with the short mean free path found above, it is only an indication for the present example.

**Discrete donors.** For independent random positions, the variance of the saddle potential is $N(q/4\pi\varepsilon)^2J$ with $J=\int(1/d-1/d')^2d^3r$ over the half-space, where $d$ and $d'$ are distances to the saddle and to its mirror point. Half the whole-space integral gives $J$. Using $\nabla^2(d-d')=2(1/d-1/d')$ and Green's identity, the whole-space integral is $-2\pi[(0-2z_s)-(2z_s-0)]=8\pi z_s$, so $J=4\pi z_s$. The rms value is 15 mV, or $0.6V_T$. This is an upper estimate for a single point in an unbounded half-space. On average only 0.3 donors lie within $z_s$ of the saddle, so rare close donors inflate it; ending the layer at $W$ and averaging over the few nanometres of the saddle leaves about 11 mV. Nominally equal patches therefore differ noticeably in current.

**Overlap and field.** Averaged over the surface, the patches lower the barrier by density times $\pi R^2D=8$ mV. This average includes the patch itself and refers to the metal surface, so it overstates what neighbours add at a saddle. For evenly spaced patches at this density the saddle drops by only about 0.3 mV and the patch current changes by about 1%. For randomly placed, non-overlapping patches the mean drop is about 3.5 mV, or $0.13V_T$, and comes mostly from close pairs. The field at the patch centre is 0.35 MV/cm; at the abrupt rim the model field is singular, so it cannot be used to assess breakdown there.

## Use with real contacts

The semiconductor parameters are plausible for amorphous In-Ga-Zn-O with a high-work-function contact, but donor density and barrier vary widely with oxygen content and processing. The patch size, depth and density are assumptions, not measured properties. Real films also have band-tail and deep states, which make the space charge and mobility bias-dependent; their effect on $n$ is not estimated here. Series resistance and a spread of patch sizes are likewise omitted. Of the departures sized above, the image force matters most, through the current fraction. A measured ideality near 1.1 does not by itself identify patches.

For an implementation, compute $E$ and check (1) at every bias. If the patch is pinched, use (2) for a first estimate, or solve (6) with the tail-corrected field when errors of about 10 mV matter. Take the slope from (8) and choose the prefactor by comparing $v_{\rm d}$ with $v_{\rm th}$. For small pinched patches at fixed $V_b$, $D$ and $R$, $z_s/W=L/(3V_b)\propto N^{1/3}$. Lower doping then brings the barrier part of the ideality closer to one, provided the layer is still thicker than $W$ and its added series resistance is acceptable.

## Calculated quantities

```
Temperature: 300 K
Relative permittivity, static: 10
Relative permittivity, optical (rough): 4
Donor density: 1e+17 cm^-3
Effective mass: 0.34 electron masses
Mobility: 10 cm2/Vs
Background barrier Phi: 0.9 V
Patch deficit D: 0.4 V
Patch radius R: 8 nm
Patch density: 1e+10 cm^-2
Forward bias Va: 0.2 V
Thermal voltage VT: 0.02585 V
Bulk band-to-Fermi distance Vn: 0.101 V
Band bending Vb: 0.599 V
eta: 5526 nm2/V
Depletion width W: 81.37 nm
Background surface field E: 0.1472 MV/cm
Field at patch centre: 0.3528 MV/cm
Length s: 12.02 nm
Saddle position zs: 8.977 nm
Saddle lowering L, finite disc: 0.2335 V
Saddle lowering, Tung limit: 0.2656 V
Effective patch barrier: 0.6665 V
Saddle lowering, full Poisson: 0.2226 V
Saddle position, full Poisson: 9.817 nm
Barrier slope zs/W, closed form: 0.1103
Barrier slope, full Poisson: 0.1241
Thermionic area A: 118.5 nm2
Area on ridge / A: 0.9291
Thermionic prefactor term a: 0.02306
Patch ideality, thermionic: 1.096
Patch ideality, diffusive closed form: 1.11
Patch ideality, Poisson drift-diffusion: 1.125
Background ideality, drift-diffusion: 1.024
Patch current fraction, no image force: 0.939
Diode ideality, no image force: 1.119
Effective patch barrier at Va=0.0 V: 0.6469 V
Effective patch barrier at Va=0.4 V: 0.6922 V
Wide patch radius: 25 nm
Wide patch pinch-off bias, formula: 0.09162 V
Wide patch pinch-off bias, full Poisson: 0.05253 V
Image lowering of background: 0.0728 V
Extra image lowering at saddle: 0.009811 V
Patch fraction with image shifts, same prefactors: 0.5737
Tunnelling factor at saddle: 1.031
Transverse quantization factor: 0.9682
Product of quantum factors: 0.9978
Random-donor rms potential at saddle: 0.01529 V
Mean barrier shift by patch overlap: 0.008042 V
Thermionic velocity: 4.613e+06 cm/s
Diffusive saddle velocity: 2.966e+05 cm/s
```
